# Lead couplings from the height and width of a transmission resonance

## Problem

A single level of energy $\varepsilon_0$ lies between a left and a right metallic contact. Its transmission $T(E)$, the probability that a carrier of energy $E$ arriving from one contact leaves through the other, shows one peak. The peak height is $T_0=0.64$ and the full width at half maximum is $w=50\ \mu\text{eV}$.

The coupling of the level to lead $a=L,R$ is described by an energy $\Gamma_a$, defined so that $\Gamma_a/\hbar$ is the rate at which a carrier on the level escapes into that lead.

1. Estimate the two couplings by scaling.
2. Find them exactly within the model below.
3. Decide whether $T(E)$ can tell which coupling belongs to which lead. If it cannot, find a quantity that can.

The model has these assumptions. The level is non-degenerate and carries no interaction. Scattering is elastic, and there is no path between the leads except through the level. Both couplings are positive and do not depend on energy across the resonance, which is the wide-band assumption.

## First estimate by scaling

A carrier on the level can leave through either contact, so its escape rates add. A state that lives for a time $\tau$ has an energy spread of order $\hbar/\tau$. Hence

$$
w\sim\Gamma_L+\Gamma_R .
$$

At the peak, $E=\varepsilon_0$, the couplings are the only energies left in the problem. The dimensionless height can therefore depend only on their ratio. Let $r=\Gamma_{\text{small}}/\Gamma_{\text{big}}\le 1$. If one contact is much weaker than the other, passage through it is proportional to the square of its tunnelling amplitude, hence to $\Gamma_{\text{small}}$. The simplest estimate with this behaviour, with its unknown prefactor set to one, is

$$
T_0\sim r .
$$

With $r\sim0.64$ and a sum of $50\ \mu\text{eV}$,

$$
\Gamma_{\text{big}}\sim\frac{50}{1+0.64}\approx 30\ \mu\text{eV},\qquad
\Gamma_{\text{small}}\sim 50-30=20\ \mu\text{eV}.
$$

The estimate uses a ratio of smaller to larger, so it says nothing about left and right.

## Exact solution

### The amplitude on the level

Let $c$ be the amplitude on the level and $b_{ak}$ the amplitude in state $k$ of the isolated lead $a$, with energy $E_k$. With $V_{ak}$ the matrix element from the lead state to the level, the stationary Schrödinger equation reads

$$
(E-\varepsilon_0)c=\sum_{a,k}V_{ak}b_{ak},\qquad
(E-E_k)b_{ak}=V_{ak}^*c .
$$

Let a carrier arrive in state $q$ of the left lead, with $E_q=E$. The lead amplitudes are this incident part plus waves emitted by the level:

$$
b_{ak}=\delta_{aL}\delta_{kq}+\frac{V_{ak}^*c}{E-E_k+i\eta},\qquad \eta\to0^+ .
$$

The sign of $i\eta$ selects waves that move away from the level. Substitution into the first equation gives

$$
(E-\varepsilon_0)c=V_{Lq}+c\sum_{a,k}\frac{|V_{ak}|^2}{E-E_k+i\eta}.
$$

For a dense lead spectrum, $1/(x+i\eta)$ becomes the principal value of $1/x$ minus $i\pi\delta(x)$. We define

$$
\Gamma_a=2\pi\sum_k|V_{ak}|^2\delta(E-E_k),
$$

so that the imaginary part of the sum is $-(\Gamma_L+\Gamma_R)/2$. The real part shifts the level. In the wide-band model this shift is constant across the resonance and is absorbed in $\varepsilon_0$. Collecting the terms in $c$,

$$
\left[E-\varepsilon_0+\frac{i}{2}(\Gamma_L+\Gamma_R)\right]c=V_{Lq},
$$

and therefore

$$
c=g(E)V_{Lq},\qquad
g(E)=\frac{1}{E-\varepsilon_0+\tfrac{i}{2}(\Gamma_L+\Gamma_R)} .
$$

The function $g$ is the retarded Green function of the level.

### From amplitude to transmission

We need the rate at which probability enters the right lead. The time-dependent equation $i\hbar\,\dot b_{Rk}=E_kb_{Rk}+V_{Rk}^*c$ gives

$$
\frac{d|b_{Rk}|^2}{dt}=2\,\text{Re}\,(b_{Rk}^*\dot b_{Rk})
=\frac{2}{\hbar}\,\text{Im}\,(b_{Rk}^*V_{Rk}^*c),
$$

because the $E_k$ term is purely imaginary before the real part is taken. Inserting $b_{Rk}^*=V_{Rk}c^*/(E-E_k-i\eta)$ and summing over $k$,

$$
\frac{2}{\hbar}|c|^2\,\text{Im}\sum_k\frac{|V_{Rk}|^2}{E-E_k-i\eta}
=\frac{2\pi}{\hbar}|c|^2\sum_k|V_{Rk}|^2\delta(E-E_k)
=\frac{\Gamma_R}{\hbar}|c|^2 .
$$

This confirms that $\Gamma_R/\hbar$ is an escape rate.

Now fill all left states in a small interval $dE$. Since $|c|^2=|g|^2|V_{Lq}|^2$, and the sum of $|V_{Lq}|^2$ over the interval is $\Gamma_L\,dE/(2\pi)$, the rate of arrival on the right is

$$
\frac{\Gamma_R}{\hbar}\,|g|^2\,\frac{\Gamma_L\,dE}{2\pi}.
$$

The incident rate follows from a one-channel lead of length $\ell$. Its standing waves have wave numbers spaced by $\pi/\ell$, so there are $\ell\,dE/(\pi\hbar v)$ of them in $dE$, where $v$ is the speed. Each carrier returns to the contact after a time $2\ell/v$. The incident rate is thus

$$
\frac{\ell\,dE}{\pi\hbar v}\cdot\frac{v}{2\ell}=\frac{dE}{2\pi\hbar}.
$$

Dividing the transmitted rate by the incident rate gives

$$
T(E)=\Gamma_L\Gamma_R|g(E)|^2
=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon_0)^2+(\Gamma_L+\Gamma_R)^2/4}.
$$

### Reading height and width

At $E=\varepsilon_0$ the first term of the denominator vanishes:

$$
T_0=\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}.
$$

The height falls to $T_0/2$ when the denominator doubles, that is, when $(E-\varepsilon_0)^2=(\Gamma_L+\Gamma_R)^2/4$. These two energies lie $(\Gamma_L+\Gamma_R)/2$ on either side of the centre, so

$$
w=\Gamma_L+\Gamma_R .
$$

Putting this into the height gives the product $\Gamma_L\Gamma_R=T_0w^2/4$. The square of the difference then follows:

$$
(\Gamma_L-\Gamma_R)^2=(\Gamma_L+\Gamma_R)^2-4\Gamma_L\Gamma_R
=w^2(1-T_0).
$$

The left side cannot be negative, so $T_0\le1$ in this model. A measured value above one would show that the model does not apply, for example because another channel or level contributes, or that the conductance was wrongly normalised.

Taking the positive root, $\Gamma_{\text{big}}-\Gamma_{\text{small}}=w\sqrt{1-T_0}$. Adding this to the sum $w$, or subtracting it, and halving gives

$$
\Gamma_{\text{big}}=\frac w2\left(1+\sqrt{1-T_0}\right),\qquad
\Gamma_{\text{small}}=\frac w2\left(1-\sqrt{1-T_0}\right).
$$

Both are positive for $0<T_0<1$. For the given data $\sqrt{1-0.64}=0.6$, and

$$
\Gamma_{\text{big}}=25\times1.6=40\ \mu\text{eV}=4.0\times10^{-5}\ \text{eV},
$$

$$
\Gamma_{\text{small}}=25\times0.4=10\ \mu\text{eV}=1.0\times10^{-5}\ \text{eV}.
$$

Their sum is $50\ \mu\text{eV}$ and their product is $400\ \mu\text{eV}^2=0.64\times50^2/4\ \mu\text{eV}^2$, as required.

### Which coupling is on the left?

The formula for $T(E)$ contains the couplings only through their product and their sum. Exchanging $\Gamma_L$ and $\Gamma_R$ changes neither, so the transmission is the same at every energy. Both assignments,

$$
(\Gamma_L,\Gamma_R)=(40,10)\ \mu\text{eV}\quad\text{and}\quad(10,40)\ \mu\text{eV},
$$

fit the data equally well. Measuring the flanks in addition to the peak does not help. Nor does sending the carrier from right to left, since that exchanges the two factors in the product $\Gamma_L\Gamma_R|g|^2$. For $T_0=1$ the couplings are equal, and there is nothing to assign.

The symmetry was also tested without using the Lorentzian. The wave equation was solved for two semi-infinite chains, each with hopping 1 eV, joined by one level with couplings 40 and 10 $\mu$eV. At 1001 energies within 250 $\mu$eV of the level, exchanging the couplings changed $T$ by at most $6.7\times10^{-16}$, which is numerical rounding. Because the two chains are identical, this exchange is a mirror reflection, so the test confirms that transmission is the same in both directions. For unlike leads with finite bands the exchange leaves $T$ unchanged only up to corrections of order $w$ divided by the band width.

A current calculated from this fixed $T(E)$ and given lead occupations inherits the ambiguity, even at finite bias. If the bias moves the level or alters a barrier, $T(E)$ is no longer fixed, and this argument does not cover the current.

### A quantity that decides

The occupation of the level distinguishes the contacts. Suppose that carriers fill the left-incoming states throughout the resonance, while the right-incoming states are empty. Adding $|c|^2$ over the left states gives

$$
n=\int\frac{dE}{2\pi}\,\Gamma_L|g(E)|^2
=\frac{\Gamma_L}{2\pi}\int_{-\infty}^{\infty}\frac{dx}{x^2+w^2/4}.
$$

The last integral is $(2/w)[\arctan(2x/w)]_{-\infty}^{\infty}=2\pi/w$, so

$$
n=\frac{\Gamma_L}{\Gamma_L+\Gamma_R}.
$$

It is 0.8 if the stronger contact is on the left and 0.2 if it is on the right. Integrating the scattering states of the chains gives 0.800 and 0.200. Physically, a strong source refills the level quickly and a weak drain empties it slowly. A charge detector could in principle read the difference. The bias window must be much wider than $w$, and the level must stay well inside it.

## Comparison of estimate and exact result

The estimate of the sum was exact in this model. The estimate of the height was not. In terms of $r$, the exact height is

$$
T_0=\frac{4r}{(1+r)^2}.
$$

The scaling estimate replaced $r$ by $T_0$, and so overestimated the ratio by the factor

$$
\frac{T_0}{r}=\frac{4}{(1+r)^2}.
$$

This factor is 1 for equal couplings and tends to 4 when one contact is very weak. Here $r=10/40=0.25$, and the factor is $4/1.25^2=2.56$. This is why the estimate gave about 30 and 20 $\mu$eV instead of 40 and 10 $\mu$eV.

For a low peak, $\sqrt{1-T_0}\approx1-T_0/2$, and the exact formulas become

$$
\Gamma_{\text{small}}\approx\frac{T_0w}{4},\qquad
\Gamma_{\text{big}}\approx w\left(1-\frac{T_0}{4}\right).
$$

The linear scaling with the weaker coupling was right, but its prefactor is four. The width then measures mainly the strong coupling, and the height gives the ratio of the weak coupling to the strong one.

The opposite limit is a peak close to one. Let $T_0=1-\delta$. The couplings are $(w/2)(1\pm\sqrt\delta)$, so a small loss of height means a much larger relative difference. With $\delta=0.01$ and $w=50\ \mu$eV they are already 27.5 and 22.5 $\mu$eV.

The same square root controls the error. At fixed $w$,

$$
\left|\frac{d\Gamma}{dT_0}\right|=\frac{w}{4\sqrt{1-T_0}}
$$

for either coupling, with opposite signs for the two. In the example, a change of 0.01 in $T_0$ moves each by $50\times0.01/(4\times0.6)\approx0.21\ \mu$eV. That is 0.5 percent of the larger coupling and 2 percent of the smaller. Near $T_0=1$ this linear formula diverges and the square-root formula must be used directly.

## A boron acceptor between silicide contacts

The data can be placed in the regime of a boron acceptor in silicon between two silicide contacts, with a gate tuning the level through the Fermi energy. The carriers are holes, and $E$ is a hole energy. The height and width are chosen values, not a measurement. At zero temperature and small bias, one non-degenerate level gives the conductance $(e^2/h)T_0=24.8\ \mu$S at the peak. An unrecognised series resistance would lower the apparent $T_0$ and falsify the inferred couplings.

**Tunnelling distance.** Take a rough barrier $\phi=0.045$ eV, a rough hole mass of 0.3 electron masses and a distance $d=6$ nm to each contact. The wave function decays with $\kappa=\sqrt{2m\phi}/\hbar=0.595\ \text{nm}^{-1}$. The crude estimate $\Gamma\sim\phi e^{-2\kappa d}$ gives 36 $\mu$eV. Its prefactor, set to one here, depends on the well and the contacts and can change the result by a factor of several. A rough three-dimensional estimate, with a hydrogenic acceptor facing a planar contact, puts it near 6 to 7. The mass matters even more: the same crude formula gives about 240 $\mu$eV for the light-hole mass 0.16 and about 5 $\mu$eV for the heavy-hole mass 0.49. The flat barrier also ignores image forces near the metal. The estimate therefore shows only that couplings between a few and several hundred $\mu$eV can arise at this distance, a range that includes the chosen values. If the barriers are otherwise alike and the total gap is fixed, a displacement $s$ from the centre changes the ratio of couplings to $e^{4\kappa s}$. Setting this equal to 4 gives $s=\ln4/(4\kappa)=0.58$ nm. This keeps only the exponential dependence on distance. The hydrogenic estimate gives about 0.65 nm, and the heavy and light masses give 0.46 and 0.80 nm in the exponential formula, so $s$ is known only to be roughly half a nanometre to a nanometre. The left-right ambiguity means that the acceptor may be displaced by this amount towards either contact.

The barrier is, with the mass, the least secure input here. Hole barriers at silicide contacts can be a few tenths of an eV. A barrier four times as high over the whole distance would double $\kappa$, multiply the estimated coupling by $4e^{-2\kappa d}\approx0.003$ with the original $\kappa$, and halve $s$. The couplings recovered from $T_0$ and $w$ would not change.

**Temperature and bias.** The chosen 20 mK is a cryogenic laboratory condition, with $k_BT=1.72\ \mu$eV. The conductance peak then averages $T(E)$ over the thermal edge of the Fermi distribution. Its height becomes 0.6306 and its width 51.13 $\mu$eV. Used without correction, these give 41.1 and 10.03 $\mu$eV. The extra width raises both couplings by about 2 percent, while the lost height raises the larger and lowers the smaller by about 0.2 $\mu$eV. For the smaller coupling the two errors largely cancel. This is not special to $T_0=0.64$, but it fails as the peak approaches one, where the lost height dominates. The temperature that matters is that of the carriers in the contacts, which can be higher than that of the cryostat. At 100 mK the uncorrected larger coupling would already come out near 58 $\mu$eV. At 300 K, $k_BT$ would be about 26 meV, some five hundred times $w$, and the method would fail. A bias of 5 $\mu$V, taken alone at zero temperature and placed symmetrically about the level, lowers the peak of the ratio of current to voltage by 0.33 percent. If the bias stays symmetric about the level while it is varied, the peak of the differential conductance falls by about 1.0 percent.

**Energy dependence.** Since $\kappa\propto\sqrt\phi$, the logarithm of $e^{-2\kappa d}$ changes by $\kappa d\,w/\phi$ across the peak. This is 0.40 percent, so the wide-band assumption is good for these parameters.

**Other hole states.** The acceptor ground state has four sublevels, and a rough hole repulsion of 40 meV far exceeds $w$. A non-interacting treatment of four degenerate sublevels would therefore be unjustified. A field of 10 T with a rough $g$ factor of 1 separates neighbouring sublevels by $\Delta=579\ \mu$eV and leaves one near the Fermi energy. With equal couplings and repulsion ignored, the other three have a total virtual occupation of 2.5 percent. The admixture of a second hole is estimated at 0.06 percent.

Interference with the nearest sublevel is linear in its amplitude. If that sublevel couples to the same lead waves with equal strength, its amplitude is $\eta=w/(2\Delta)=4.3$ percent of the resonant one at the peak. A simple case shows the effect. Let the left and right couplings be equal, and let the neighbour's matrix element have the opposite sign at one lead. The two leads' contributions to the mixing of the sublevels then cancel, and the amplitudes simply add. With $x=2(E-\varepsilon_0)/w$, the total is proportional to $1/(x+i)+\eta$, and the cross term in the transmission is $2\eta x/(1+x^2)$ of the peak height. It vanishes at the centre and reaches $\eta$, or 4.3 percent, at $x=1$. It raises one flank and lowers the other, so to first order in $\eta$ it shifts the peak but changes neither its height nor its width. These sublevel figures are orders of magnitude, not a many-body calculation.

For the occupation measurement, the bias energy must exceed $w=50\ \mu$eV by a good margin without bringing in the next sublevel 579 $\mu$eV away. The available window is limited, but it is sufficient in the non-interacting model. For a bias energy of 400 $\mu$eV centred on the level, the occupation of the resonant sublevel is 0.78 for one assignment and 0.22 for the other, instead of the ideal 0.8 and 0.2. The numerical output lists the main values used in this example.

## Calculated quantities

```
Input peak transmission T0: 0.64 (no unit)
Input full width w: 50.0 micro-eV
Square root of 1-T0: 0.600 (no unit)
Product of couplings: 400.0 micro-eV^2
Larger coupling: 40.00 micro-eV = 4.00e-05 eV
Smaller coupling: 10.00 micro-eV = 1.00e-05 eV
Peak conductance at zero temperature: 24.79 microsiemens
Largest T change on exchange (chain): 6.7e-16 (no unit)
Occupation, left fills, left larger: 0.800 (no unit)
Occupation, left fills, left smaller: 0.200 (no unit)
Assumed change of T0: 0.01 (no unit)
Resulting change of each coupling: 0.208 micro-eV
Rough barrier height: 0.045 eV
Rough hole mass: 0.3 electron masses
Rough distance to each contact: 6.0 nm
Decay constant in barrier: 0.595 1/nm
Rough tunnel coupling estimate: 36 micro-eV
Displacement from centre: 0.58 nm
Coupling change across w: 0.40 percent
Temperature: 0.020 K
Thermal energy kT: 1.723 micro-eV
Thermally smeared peak: 0.6306 (no unit)
Thermally smeared width: 51.13 micro-eV
Larger coupling from smeared peak: 41.10 micro-eV
Smaller coupling from smeared peak: 10.03 micro-eV
Bias: 5.0 microvolt
Peak loss from bias: 0.33 percent
Magnetic field: 10.0 T
Rough hole g factor: 1.0 (no unit)
Sublevel spacing: 579 micro-eV
Virtual occupation of other sublevels: 2.5 percent
Interference amplitude ratio: 4.3 percent
Rough hole repulsion: 40 meV
Second-hole admixture: 0.06 percent
```
